# Newns-Anderson chemisorption energy as a phase integral: branch, split-off states, double counting

## Theorem

An adsorbate orbital $a$ with bare level $\varepsilon_a$ and on-site repulsion $U$ is coupled to the orbitals $k$ of a macroscopic metal:

$$H=\sum_\sigma\Big[\varepsilon_a n_{a\sigma}+\sum_k\varepsilon_k n_{k\sigma}+\sum_k\big(V_{ak}c^\dagger_{a\sigma}c_{k\sigma}+\text{h.c.}\big)\Big]+U\,n_{a\uparrow}n_{a\downarrow}.$$

Assume the following.

- The orbital $a$ is orthogonal to the metal orbitals, and metal electrons do not interact.
- The metal levels form one bounded band with lower edge $E_b$. The Fermi level $E_F$ lies inside it, and the temperature is zero.
- $H$ is treated in the unrestricted mean-field (Hartree-Fock) approximation, with adsorbate occupations $n_\sigma=\langle n_{a\sigma}\rangle$ and effective levels $\varepsilon_\sigma=\varepsilon_a+Un_{-\sigma}$.

Define the width and shift functions

$$\Delta(E)=\pi\sum_k|V_{ak}|^2\delta(E-\varepsilon_k)\ge0,\qquad \Lambda(E)=\frac1\pi\,\mathrm P\!\!\int\frac{\Delta(x)}{E-x}\,dx ,$$

and $D_\sigma(E)=E-\varepsilon_\sigma-\Lambda(E)+i\Delta(E)$. Let the free atom hold $n_0$ electrons with energy $E_{\rm at}(n_0)$. The energy of the coupled system minus that of the separated metal and atom, at equal electron number, is

$$\boxed{\Delta E=\sum_\sigma F(\varepsilon_\sigma)+n_0E_F-E_{\rm at}(n_0)-Un_\uparrow n_\downarrow,\qquad F(\varepsilon_\sigma)=\frac1\pi\int_{-\infty}^{E_F}\varphi_\sigma(E)\,dE}$$

$$\varphi_\sigma=\arg D_\sigma-\pi,\qquad 0\le\arg D_\sigma\le\pi .\tag{1}$$

Since $\tan\varphi_\sigma=\Delta/(E-\varepsilon_\sigma-\Lambda)$, the phase is an arctangent of this ratio, on the branch $-\pi\le\varphi_\sigma\le0$. Negative $\Delta E$ means binding when $n_0$ is chosen as the lowest separated state (see the remark on the choice of $n_0$). For any other $n_0$, $\Delta E$ also contains the energy gained by moving electrons between atom and metal, and is negative even at zero coupling. For $n_0=0,1,2$ the atomic energy is $0$, $\varepsilon_a$, $2\varepsilon_a+U$.

The phase integral alone is not the chemisorption energy; the reference terms and the double-counting term belong to the result. The model omits orbital overlap, image forces, core repulsion and long-range charging.

## Lemma 1: the double-counting term

*In the mean-field state, $\langle H\rangle=\sum(\text{occupied levels})-Un_\uparrow n_\downarrow$.*

**Proof.** In a Slater determinant whose orbitals have definite spin, $\langle n_{a\uparrow}n_{a\downarrow}\rangle=n_\uparrow n_\downarrow$. With $h_0$ the one-electron part of $H$ and $P_\sigma$ the density matrix of spin $\sigma$,

$$\langle H\rangle=\sum_\sigma\mathrm{tr}(P_\sigma h_0)+Un_\uparrow n_\downarrow .$$

Varying $P_\sigma$ changes this by $\mathrm{tr}[\delta P_\sigma(h_0+Un_{-\sigma}|a\rangle\langle a|)]$. The orbitals are therefore eigenstates of $h_\sigma=h_0+Un_{-\sigma}|a\rangle\langle a|$, whose adsorbate level is $\varepsilon_\sigma$. Summing the occupied levels gives

$$\sum_\sigma\mathrm{tr}(P_\sigma h_\sigma)=\sum_\sigma\mathrm{tr}(P_\sigma h_0)+2Un_\uparrow n_\downarrow .$$

Each spin's level sum contains the whole repulsion, so it appears twice. Subtracting it once gives $\langle H\rangle$. ∎

## Lemma 2: induced states and the branch

*For each spin, the number of states below $E$ changes on coupling by $\delta N(E)=-\varphi(E)/\pi$, where the adsorbate state is counted as added to the bare metal.*

**Proof.** For a finite metal, eliminating the metal block from the determinant gives

$$\det(E-h)=\prod_k(E-\varepsilon_k)\,\Big[E-\varepsilon-\sum_k\frac{|V_{ak}|^2}{E-\varepsilon_k}\Big].$$

The product is the determinant of the bare metal. Call the bracket $D$. At complex energy $E+i\eta$ with $\eta>0$,

$$\mathrm{Im}\,D=\eta\Big[1+\sum_k\frac{|V_{ak}|^2}{(E-\varepsilon_k)^2+\eta^2}\Big]>0 .$$

Thus $D$ stays in the upper half-plane and its argument varies continuously between $0$ and $\pi$. Now let the metal become macroscopic and then let $\eta\to0$. From $1/(x+i0)=\mathrm P(1/x)-i\pi\delta(x)$ the sum becomes $\Lambda-i\Delta$, so $D=E-\varepsilon-\Lambda+i\Delta$, as in the theorem.

A density of states is $-(1/\pi)\,\mathrm{Im}\sum_m(E+i0-E_m)^{-1}$, which equals $-(1/\pi)\,\mathrm{Im}\,d\ln\det/dE$. Subtracting the bare metal leaves

$$\delta\rho(E)=-\frac1\pi\frac{d}{dE}\arg D(E).$$

Far below all levels $D$ is negative, so $\arg D=\pi$, and no states have been induced, so $\delta N=0$. Integrating upwards from there,

$$\delta N(E)=\frac{\pi-\arg D(E)}{\pi}=-\frac{\varphi(E)}\pi .\qquad∎$$

The lower limit fixes the additive constant, and the sign of $\mathrm{Im}\,D$ fixes the branch. Let $\mathrm{Arctan}$ denote the principal value, between $-\pi/2$ and $\pi/2$. If $\mathrm{Re}\,D<0$, then $\arg D=\pi+\mathrm{Arctan}(\Delta/\mathrm{Re}\,D)$; if $\mathrm{Re}\,D>0$, the $\pi$ is absent. Hence

$$\varphi=\mathrm{Arctan}\frac{\Delta}{\mathrm{Re}\,D}-\pi\,\Theta(\mathrm{Re}\,D),\tag{2}$$

with $\Theta$ the unit step. This holds however often $\mathrm{Re}\,D$ changes sign. Where it does so inside the band at an energy with $\Delta>0$, the principal value jumps by $\pi$ and the step compensates, so $\varphi$ is continuous. If $\Delta$ also vanishes at that energy, $\varphi$ itself can jump there. When $\Delta$ vanishes quadratically, $\varphi$ falls by $\pi$, which counts a discrete state lying inside the band. A slower vanishing need not give such a state: for $\Delta\propto|E|^{1/2}$ with the level at $E=0$ the fall is only $\pi/2$.

## Lemma 3: split-off states

*A state $E_0$ splits off below the band if $D(E_b)>0$. It is already included in $F$, which then reads*

$$F=(E_0-E_b)+\frac1\pi\int_{E_b}^{E_F}\varphi\,dE .\tag{3}$$

**Proof.** Below the band $\Delta=0$, $D$ is real, and

$$D'(E)=1+\sum_k\frac{|V_{ak}|^2}{(E-\varepsilon_k)^2}\ge1 .$$

So $D$ rises from $-\infty$ and has one zero below $E_b$ if $D(E_b)>0$, and none if $D(E_b)<0$. At the zero, $\arg D$ falls from $\pi$ to $0$ and $\varphi$ from $0$ to $-\pi$: one whole state is counted. Between $E_0$ and $E_b$ the phase stays at $-\pi$, which contributes $(1/\pi)(-\pi)(E_b-E_0)=E_0-E_b$. The rest is the band integral. If $\Delta$ vanishes at the edge, as for the chain end treated below, it starts from $\varphi(E_b)=-\pi$; if $\Delta$ diverges at the edge, the phase can jump there, which leaves (3) unchanged. ∎

Adding the level $E_0$ to $F$ by hand would count it twice. A state split off above the band lies above $E_F$ and does not enter. The adsorbate Green function is $1/D$, so the split-off state has adsorbate weight $Z=1/D'(E_0)$, the residue at its pole. The state counts fully in $\delta N$ but only with weight $Z$ in $n_\sigma$.

## Proof of the theorem

The induced states below $E_F$ number $\sum_\sigma\delta N_\sigma(E_F)$, while the atom brings $n_0$ electrons. The remainder

$$q=n_0-\sum_\sigma\delta N_\sigma(E_F)$$

goes into the Fermi sea, or comes out of it if $q<0$. Split $q=q_\uparrow+q_\downarrow$ by spin, and let $\rho_m$ be the metal's density of states per spin at $E_F$. The Fermi level of spin $\sigma$ moves by $q_\sigma/\rho_m$, and the cost is $qE_F+\sum_\sigma q_\sigma^2/(2\rho_m)$, with $E_F$ fixed in a finite metal only to within a level spacing $1/\rho_m$. Since $\rho_m$ grows with the size of the metal, the last term and this uncertainty vanish in the macroscopic limit. The first term does not.

The change in the sum of occupied levels, relative to the bare metal, is therefore

$$\sum_\sigma\int_{-\infty}^{E_F}E\,\delta\rho_\sigma\,dE+qE_F .$$

Integrate by parts, using $\delta\rho=d(\delta N)/dE$ and the vanishing of $\delta N$ below all levels:

$$\int_{-\infty}^{E_F}E\,\delta\rho_\sigma\,dE=E_F\,\delta N_\sigma(E_F)-\int_{-\infty}^{E_F}\delta N_\sigma\,dE .$$

The terms $E_F\,\delta N_\sigma(E_F)$ cancel against those in $qE_F$. With $\delta N=-\varphi/\pi$ there remains

$$n_0E_F+\sum_\sigma\frac1\pi\int_{-\infty}^{E_F}\varphi_\sigma\,dE .$$

Subtracting $Un_\uparrow n_\downarrow$ by Lemma 1, and the energy $E_{\rm at}(n_0)$ of the free atom, gives (1). ∎

**Remark (choice of $n_0$).** The combination $E_{\rm at}(n_0)-n_0E_F$ takes the values $0$, $\varepsilon_a-E_F$ and $2(\varepsilon_a-E_F)+U$ for $n_0=0,1,2$. The singly occupied atom is the lowest separated state when $\varepsilon_a<E_F<\varepsilon_a+U$. This is assumed below, so that

$$\Delta E=F(\varepsilon_\uparrow)+F(\varepsilon_\downarrow)+E_F-\varepsilon_a-Un_\uparrow n_\downarrow .\tag{4}$$

**Remark (infinitely wide band).** If $\Delta$ were constant and $\Lambda=0$ at all energies, $\varphi$ would approach $\Delta/(E-\varepsilon)$ far below the level, and $F$ would diverge logarithmically at its lower limit. The energy requires a width that dies away at low energy fast enough for $\int\Delta(E)\,dE/|E|$ to converge there, as a band edge ensures, even where a constant width describes the occupation well.

## Lemma 4: occupation and stationarity

*$dF/d\varepsilon_\sigma=n_\sigma$, and at self-consistency (4) is stationary with respect to $n_\uparrow$ and $n_\downarrow$.*

**Proof.** $\Delta$ and $\Lambda$ do not depend on $\varepsilon$, so $\partial\ln D/\partial\varepsilon=-1/D$. Taking the imaginary part,

$$\frac{\partial\varphi}{\partial\varepsilon}=-\mathrm{Im}\frac1D=\pi\rho_a(E),$$

where $\rho_a$ is the density of states projected on the adsorbate. Integrating up to $E_F$ and dividing by $\pi$ gives $n_\sigma$. A split-off state is included: differentiating $D(E_0;\varepsilon)=0$ gives $D'\,dE_0-d\varepsilon=0$, so $dE_0/d\varepsilon=Z$.

Now treat $n_\uparrow,n_\downarrow$ in (4) as free variables. Since $\varepsilon_\uparrow=\varepsilon_a+Un_\downarrow$,

$$\frac{\partial\Delta E}{\partial n_\downarrow}=U\frac{dF}{d\varepsilon_\uparrow}-Un_\uparrow ,$$

which vanishes when $n_\uparrow$ equals the occupation produced by $\varepsilon_\uparrow$. The other derivative follows by exchanging spins. ∎

The occupation $n_\sigma$ is in general not $\delta N_\sigma(E_F)$. With $S=\Lambda-i\Delta$,

$$\delta\rho=-\frac1\pi\mathrm{Im}\frac{1-S'}{D}=\rho_a+\frac1\pi\mathrm{Im}\frac{S'}{D}.$$

The last term is the change in the metal's own states. It vanishes if $S$ does not depend on energy.

## Weak coupling

Let $\varepsilon_a$ and $\varepsilon_a+U$ lie on opposite sides of $E_F$, as assumed. At zero coupling the polarized state has $n_\uparrow=1$, $n_\downarrow=0$. Then $\varphi_\uparrow=-\pi\Theta(E-\varepsilon_a)$, so $F(\varepsilon_\uparrow)=\varepsilon_a-E_F$, while $F(\varepsilon_\downarrow)=0$. Equation (4) gives $\Delta E=0$, as it must.

For small $V$ the occupations change by order $V^2$. By stationarity, using $1$ and $0$ in (4) causes an error of order $V^4$. Expanding $\ln D=\ln(E-\varepsilon)-S/(E-\varepsilon)+\dots$, the second-order part of $F$ is

$$F^{(2)}=-\frac1\pi\mathrm{Im}\int_{-\infty}^{E_F}\sum_k\frac{|V_{ak}|^2}{(E-\varepsilon_k)(E-\varepsilon)}\,dE,\qquad E\to E+i0 .$$

Use the partial fractions

$$\frac1{(E-\varepsilon_k)(E-\varepsilon)}=\frac1{\varepsilon_k-\varepsilon}\Big[\frac1{E-\varepsilon_k}-\frac1{E-\varepsilon}\Big].$$

Each simple pole $x$ below $E_F$ contributes 1 to $-(1/\pi)\,\mathrm{Im}\int dE/(E-x)$, so

$$F^{(2)}=\sum_k\frac{|V_{ak}|^2}{\varepsilon_k-\varepsilon}\big[\Theta(E_F-\varepsilon_k)-\Theta(E_F-\varepsilon)\big].$$

For $\varepsilon=\varepsilon_a$ only empty $k$ survive, and for $\varepsilon=\varepsilon_a+U$ only filled $k$:

$$\Delta E\simeq-\sum_{\varepsilon_k>E_F}\frac{|V_{ak}|^2}{\varepsilon_k-\varepsilon_a}-\sum_{\varepsilon_k<E_F}\frac{|V_{ak}|^2}{\varepsilon_a+U-\varepsilon_k}.$$

The two sums describe virtual transfer of an electron from atom to metal and from metal to atom. Both lower the energy.

The spin-restricted solution, $n_\uparrow=n_\downarrow=n$, has a different limit. As $V\to0$ its level is pinned at $E_F$, so $n=(E_F-\varepsilon_a)/U$ and both $F$ vanish. Then $\Delta E\to(E_F-\varepsilon_a)[1-(E_F-\varepsilon_a)/U]>0$ instead of zero. The restricted solution does not separate into a metal and a singly occupied atom.

## Application: the end of a semi-infinite chain

Let the metal be a chain with site energy zero and hopping $-W/2$, so that its band runs from $-W$ to $W$. The adsorbate couples by $V$ to the end site. Eliminating all sites but the first, as in Lemma 2, gives for the end-site Green function $g=1/(E-W^2g/4)$, or

$$\tfrac14W^2g^2-Eg+1=0 .$$

Inside the band, the root with $\mathrm{Im}\,g<0$ is $g=(2/W^2)(E-i\sqrt{W^2-E^2})$. Since $\Lambda-i\Delta=V^2g$, with $\Delta_0=2V^2/W$,

$$\Lambda=\Delta_0\frac EW,\qquad \Delta=\Delta_0\sqrt{1-\frac{E^2}{W^2}} .$$

Below the band, the root that vanishes as $E\to-\infty$ gives $\Lambda=(\Delta_0/W)(E+\sqrt{E^2-W^2})$. The condition $D(-W)>0$ for a split-off state becomes $\varepsilon_\sigma<-W+\Delta_0$.

**Remark (counting levels).** For $N$ metal sites and $E=-W\cos k$, the end-site Green function is $g_N=-(2/W)\sin(Nk)/\sin((N+1)k)$. It equals $1/E$ for $N=1$ and satisfies $g_N=1/(E-W^2g_{N-1}/4)$. Put $x=(N+1)k$ and expand $\sin(x-k)$. The level condition $E-\varepsilon-V^2g_N=0$ becomes

$$\mathrm{Re}\,D\,\sin x-\Delta\cos x=|D|\sin(x-\arg D)=0 .$$

Hence $(N+1)k/\pi+\delta N(E)$ is an integer at every in-band level. The numerical check asserts, for four parameter sets, that this integer is the ordinal number of the level, counted from the lowest and including any split-off state. A wrong branch would shift it.

## Worked example

Take round model parameters $W=4$, $E_F=-2$, $V=1.5$, $\varepsilon_a=-5$ and $U=6$, all in eV, with $n_0=1$. Then $\Delta_0=2(1.5)^2/4=1.125$ eV, and a state splits off below the band if $\varepsilon_\sigma<-2.875$ eV.

**Polarized solution.** The occupations are $n_\uparrow=0.924$ and $n_\downarrow=0.063$. The majority level is $-5+6(0.0631)=-4.62$ eV, below the threshold; the minority level, $0.54$ eV, is above it. The majority state splits off at $E_0=-5.156$ eV with adsorbate weight $0.859$. By (3),

$$F_\uparrow=(-5.156+4)-1.831=-2.987\ \text{eV},\qquad F_\downarrow=-0.169\ \text{eV}.$$

With $E_F-\varepsilon_a=3$ eV and $Un_\uparrow n_\downarrow=0.350$ eV, (4) gives

$$\Delta E=-2.987-0.169+3.000-0.350=-0.506\ \text{eV}=-48.8\ \text{kJ/mol}.$$

The induced states below $E_F$ number $0.905+0.146=1.051$, so $q=-0.051$: the Fermi sea supplies a small charge. The occupations sum to $0.987$. The model does not enforce local neutrality.

**Restricted solution.** Here $n=0.540$, the level is $-1.76$ eV, and no state splits off below the band. With $F=-0.678$ eV per spin and $Un^2=1.750$ eV,

$$\Delta E=2(-0.678)+3.000-1.750=-0.106\ \text{eV}=-10.2\ \text{kJ/mol}.$$

This solution is unstable. Let $\chi=-dn/d\varepsilon$. For one spin, $F(\varepsilon)$ is, up to a constant, the minimum of the metal and hopping energy plus $\varepsilon n$, with $E_F$ subtracted per electron. So $\varepsilon$ acts as a Lagrange multiplier for $n$, and the lowest metal and hopping energy at prescribed occupation is $T(n)=F(\varepsilon)-\varepsilon n$, with $\varepsilon$ the level that produces $n$. The mean-field energy is then $T(n_\uparrow)+T(n_\downarrow)+\varepsilon_a(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow$ up to a constant, and terms linear in $s$ cancel between the spins below. Lemma 4 gives $T'=-\varepsilon$, hence $T''=1/\chi$. Changing the occupations to $n\pm s$ alters the energy by $s^2/\chi-Us^2$ to second order, which is negative when $U\chi>1$. The computed value is $U\chi=2.18$, and the polarized solution is indeed lower. Its moment has a fixed direction that $H$ does not single out, so it should be read as a feature of the mean-field approximation. The mean-field state is a trial state for $H$, while the separated reference energy is exact, so $\Delta E$ is an upper bound to the exact value for the model. For nine metal sites and seven electrons in total, exact diagonalization gives $-0.551$ eV against $-0.495$ eV in mean field. This gap is not converged in size: it is $0.025$, $0.044$, $0.056$ and $0.065$ eV for 3, 6, 9 and 12 metal sites. Chains of 5, 8 and 11 sites with an even total electron number and a metal level at $E_F$ give $0.28$, $0.25$ and $0.23$ eV. These small chains show the sign of the mean-field error, not its macroscopic size.

**Effect of the branch.** For the majority spin, $\mathrm{Re}\,D$ is positive at the band bottom and increases through the band, with slope $1-\Delta_0/W>0$. By (2) and (3), integrating the principal arctangent over the band alone misses $(E_F-E_b)+(E_b-E_0)=E_F-E_0=3.156$ eV, several times the binding energy. For the minority spin, $\mathrm{Re}\,D<0$ up to $E_F$ and the principal value is correct.

In the restricted case $\mathrm{Re}\,D$ vanishes at $-2.448$ eV. At $-2.5$ eV both phases are $-1.528$ rad; at $-2$ eV the principal value is $1.252$ rad, but $\varphi=-1.890$ rad. The missing energy per spin is $-2+2.448=0.448$ eV. The program prints $0.445$ eV because it sums the quadrature weights of the nodes above the zero, which gives the length of that interval only to about one node weight. The continuous $\varphi$ used for $F$ has no such jump.

**Independent check.** Finite chains at fixed electron number, with the mean-field energy taken directly as $\langle H\rangle$ (in the restricted case the highest occupied level of each spin is half filled, since the electron number is odd), extrapolate to $-0.5058$ and $-0.1062$ eV for the two solutions, in agreement with (4). This tests the reference and double-counting terms together with the phase integral.

## Computed results

```
W, E_F, V: 4.0, -2.0, 1.5 eV
eps_a, U: -5.0, 6.0 eV
Delta_0 = 2V^2/W: 1.1250 eV
Delta(E_F), Lambda(E_F): 0.9743, -0.5625 eV
split-off below band if eps_spin < -2.8750 eV
majority: level -4.6213 eV, occupation 0.9238
  induced states below E_F: 0.9055
  phase phi(E_F): -2.8446 rad
  split-off energy -5.1564 eV, weight 0.8588
  band part -1.8311 eV, split-off part -1.1564 eV
  F: -2.9874 eV
  principal arctan over band only: 0.1689 eV
  error of that choice: 3.1564 eV
minority: level 0.5425 eV, occupation 0.0631
  induced states below E_F: 0.1456
  phase phi(E_F): -0.4573 rad
  no split-off state below the band
  band part -0.1685 eV, split-off part 0.0000 eV
  F: -0.1685 eV
  principal arctan over band only: -0.1685 eV
  error of that choice: -0.0000 eV
restricted: level -1.7596 eV, occupation 0.5401
  induced states below E_F: 0.6016
  phase phi(E_F): -1.8901 rad
  no split-off state below the band
  band part -0.6781 eV, split-off part 0.0000 eV
  F: -0.6781 eV
  principal arctan over band only: -0.2334 eV
  error of that choice: 0.4447 eV
restricted: Re D = 0 at E = -2.4481 eV
  E -3.5 eV: principal -0.6243 rad, phi -0.6243 rad
  E -3.0 eV: principal -1.0810 rad, phi -1.0810 rad
  E -2.5 eV: principal -1.5283 rad, phi -1.5283 rad
  E -2.0 eV: principal 1.2515 rad, phi -1.8901 rad
restricted: U * (-dn/deps) = 2.1817 (no unit)
reference term E_F - eps_a: 3.0000 eV
U n_up n_down, polarized: 0.3498 eV
U n_up n_down, restricted: 1.7501 eV
dE polarized: -0.5058 eV = -48.8 kJ/mol
dE restricted: -0.1062 eV = -10.2 kJ/mol
chain N=150: polarized -0.50527 eV, restricted -0.09002 eV
chain N=300: polarized -0.50552 eV, restricted -0.09804 eV
chain N=600: polarized -0.50564 eV, restricted -0.10210 eV
chain limit: polarized -0.50576 eV, restricted -0.10619 eV
phase formula: polarized -0.50576 eV, restricted -0.10619 eV
weak coupling V=0.02 eV: dE/V^2 -0.20598, second order -0.20598 1/eV
largest level-count error: 1.0e-13 (no unit)
largest one-spin level-sum error: 3.1e-08 eV
```
